# Strain derivative of a reciprocal-space projector for general angular momentum

A crystal calculation with plane waves uses atom-centred projectors

\[
\beta_{lm}(\mathbf r)=p_l(|\mathbf r-\boldsymbol\tau|)\,Y_{lm}(\widehat{\mathbf r-\boldsymbol\tau}),
\]

where \(\boldsymbol\tau\) is the atomic position and \(p_l\) is a smooth, localized radial function, of order \(r^l\) near the nucleus. The harmonics are complex, with the Condon-Shortley phase. The plane waves are \(\Omega^{-1/2}e^{i\mathbf K\cdot\mathbf r}\), with \(\Omega\) the cell volume and \(\mathbf K=\mathbf k+\mathbf G\).

The crystal is strained homogeneously, \(\mathbf r\to(1+\varepsilon)\mathbf r\). The reduced coordinates of \(\mathbf k\), \(\mathbf G\) and the atoms stay fixed, and so does the set of plane waves. The function \(p_l(r)\) does not deform with the cell: it belongs to the atom. Greek indices \(\mu,\nu,\lambda\) label Cartesian components, and the nine \(\varepsilon_{\mu\nu}\) are first treated as independent. All derivatives are taken at \(\varepsilon=0\). Hartree atomic units are used.

## (a) Which part of the overlap depends on strain?

**Question.** Evaluate \(\langle\mathbf K|\beta_{lm}\rangle\) and identify the factors that change under strain.

**Solution.** The projector is summed over the periodic images of the atom, the image displaced by a lattice vector \(\mathbf R\) carrying the Bloch phase \(e^{i\mathbf k\cdot\mathbf R}\). This turns the integral over one cell into an integral over all space. Shifting the origin to \(\boldsymbol\tau\) gives a factor \(e^{-i\mathbf K\cdot\boldsymbol\tau}\). The expansion

\[
e^{-i\mathbf K\cdot\mathbf r}=4\pi\sum_{lm}(-i)^l j_l(Kr)\,Y_{lm}(\hat{\mathbf K})\,Y^*_{lm}(\hat{\mathbf r})
\]

and the orthonormality of the harmonics then leave one term:

\[
\langle\mathbf K|\beta_{lm}\rangle=(-i)^l e^{-i\mathbf K\cdot\boldsymbol\tau}B_{lm}(\mathbf K),\qquad
B_{lm}=\frac{f_l(K)\,Y_{lm}(\hat{\mathbf K})}{\sqrt\Omega},
\]
\[
f_l(K)=4\pi\int_0^\infty r^2 j_l(Kr)\,p_l(r)\,dr .
\]

Let the columns of \(A\) be the lattice vectors. Strain changes \(A\) to \((1+\varepsilon)A\). The reciprocal vectors are the columns of \(2\pi A^{-T}\), so at fixed reduced coordinates

\[
\mathbf K'=(1+\varepsilon)^{-T}\mathbf K,\qquad \boldsymbol\tau'=(1+\varepsilon)\boldsymbol\tau .
\]

Therefore \(\mathbf K'\cdot\boldsymbol\tau'=\mathbf K^T(1+\varepsilon)^{-1}(1+\varepsilon)\boldsymbol\tau=\mathbf K\cdot\boldsymbol\tau\). The phase is invariant, and the whole strain dependence sits in \(B_{lm}\).

## (b) Separating volume, length and direction

**Question.** Differentiate \(B_{lm}\) and assign each term to the volume, the length of \(\mathbf K\) or its direction.

**Solution.** To first order \((1+\varepsilon)^{-T}=1-\varepsilon^T\), so \(\delta K_\lambda=-\sum_\mu\varepsilon_{\mu\lambda}K_\mu\). Also \(\Omega'=\Omega\det(1+\varepsilon)=\Omega(1+\operatorname{tr}\varepsilon)\) to this order. Hence

\[
\frac{\partial K_\lambda}{\partial\varepsilon_{\mu\nu}}=-K_\mu\delta_{\lambda\nu},\qquad
\frac{\partial\Omega^{-1/2}}{\partial\varepsilon_{\mu\nu}}=-\tfrac12\,\Omega^{-1/2}\delta_{\mu\nu}.
\]

The minus sign in the first relation says that stretching the crystal along one axis reduces the component of \(\mathbf K\) along that axis; a wavevector perpendicular to the stretch is unchanged. With \(\mathbf n=\mathbf K/K\) and \(\partial K/\partial K_\lambda=n_\lambda\), the length changes as

\[
\frac{\partial K}{\partial\varepsilon_{\mu\nu}}=\sum_\lambda n_\lambda(-K_\mu\delta_{\lambda\nu})=-K\,n_\mu n_\nu .
\]

The product rule gives

\[
\frac{\partial B_{lm}}{\partial\varepsilon_{\mu\nu}}=-\frac1{\sqrt\Omega}\Big[\tfrac12\delta_{\mu\nu}f_lY_{lm}+Kf_l'\,n_\mu n_\nu Y_{lm}+f_lK_\mu\frac{\partial Y_{lm}}{\partial K_\nu}\Big].
\tag{1}
\]

The terms are the volume, radial and angular parts, in this order. In the last one \(Y_{lm}(\hat{\mathbf K})\) is regarded as a function of the vector \(\mathbf K\) that does not depend on its length.

A physical strain is usually taken symmetric. The first-order change is then \(\delta B=\sum_{\mu\nu}\varepsilon_{\mu\nu}\,\partial B/\partial\varepsilon_{\mu\nu}\), and only the symmetric part of (1) contributes.

## (c) The radial slope

**Question.** Express \(Kf_l'\) through integrals over \(p_l\), without numerical differentiation.

**Solution.** The power series of the spherical Bessel function is

\[
j_l(x)=x^l\sum_{s\ge0}\frac{(-x^2/2)^s}{s!\,(2l+2s+1)!!}.
\]

Divide by \(x^l\) and differentiate. The term \(s=0\) drops out, and setting \(s=s'+1\) in the others gives

\[
\frac{d}{dx}\big(x^{-l}j_l\big)=-x\sum_{s'\ge0}\frac{(-x^2/2)^{s'}}{s'!\,(2l+2s'+3)!!}=-x^{-l}j_{l+1}.
\]

Carrying out the derivative on the left gives \(xj_l'=l\,j_l-x\,j_{l+1}\). With \(x=Kr\) under the integral for \(f_l\),

\[
Kf_l'=l f_l-Kg_l,\qquad g_l(K)=4\pi\int_0^\infty r^3j_{l+1}(Kr)\,p_l(r)\,dr .
\tag{2}
\]

The series also gives the behaviour at small \(K\): \(f_l\propto K^l\) and \(g_l\propto K^{l+1}\), provided that the radial moments \(\int_0^\infty r^{l+2}p_l\,dr\) for \(f_l\) and \(\int_0^\infty r^{l+4}p_l\,dr\) for \(g_l\) do not vanish.

## (d) A generating function for all harmonics

**Question.** The angular part needs the gradient of \(Y_{lm}\) for any \(l\). As preparation, show that with

\[
\mathbf w(t)=\Big(\tfrac12(t^{-1}-t),\;-\tfrac i2(t+t^{-1}),\;1\Big),\qquad S_{lm}(\mathbf r)=r^lY_{lm}(\hat{\mathbf r}),
\]

one has

\[
\frac{(\mathbf w\cdot\mathbf r)^l}{l!}=\sum_{m=-l}^{l}t^m\sqrt{\frac{4\pi}{2l+1}}\,\frac{S_{lm}(\mathbf r)}{\sqrt{(l+m)!\,(l-m)!}} .
\tag{3}
\]

**Solution.** The vector is null: \(\mathbf w\cdot\mathbf w=\frac14(t^{-1}-t)^2-\frac14(t+t^{-1})^2+1=-1+1=0\). Therefore

\[
\nabla^2(\mathbf w\cdot\mathbf r)^l=l(l-1)(\mathbf w\cdot\mathbf w)(\mathbf w\cdot\mathbf r)^{l-2}=0 .
\]

Since this holds for every \(t\), the coefficient of each \(t^m\) is a harmonic polynomial of degree \(l\). Moreover,

\[
\mathbf w\cdot\mathbf r=z-\frac t2(x+iy)+\frac1{2t}(x-iy)
\]

contains the azimuth \(\phi\) through \(te^{i\phi}\) alone, so the coefficient of \(t^m\) varies as \(e^{im\phi}\). It must be a multiple of \(S_{lm}\). The size and sign of the multiple remain to be found.

*Size.* Let \(N_m\) be the integral over the unit sphere of the squared modulus of the coefficient of \(t^m\) in \((\mathbf w\cdot\mathbf n)^l\). Coefficients of different \(m\) are orthogonal, so for real \(s,t\)

\[
\sum_mN_m(st)^m=\int[\mathbf w^*(s)\cdot\mathbf n]^l[\mathbf w(t)\cdot\mathbf n]^l\,d\Omega_{\mathbf n}.
\]

For a real vector \(\mathbf u\), taking the polar axis along \(\mathbf u\) gives \(\int(\mathbf u\cdot\mathbf n)^{2l}d\Omega_{\mathbf n}=4\pi(\mathbf u\cdot\mathbf u)^l/(2l+1)\). Both sides are polynomials in the components of \(\mathbf u\), so the identity also holds for complex \(\mathbf u\). Put \(\mathbf u=\alpha\mathbf w^*(s)+\gamma\mathbf w(t)\). Both vectors are null, so \(\mathbf u\cdot\mathbf u=2\alpha\gamma\,\mathbf w^*(s)\cdot\mathbf w(t)\). The coefficient of \(\alpha^l\gamma^l\) shows that the right side is \(C_l[\mathbf w^*(s)\cdot\mathbf w(t)]^l\) with a constant \(C_l\). The scalar product is

\[
\mathbf w^*(s)\cdot\mathbf w(t)=\tfrac12\Big(st+\frac1{st}\Big)+1=\frac{(1+st)^2}{2st}.
\]

The binomial theorem gives \(N_m=C_l2^{-l}\binom{2l}{l+m}\). For \(m=l\) the coefficient is \((-\frac12)^l\sin^l\theta\,e^{il\phi}\), and hence

\[
C_l2^{-l}=N_l=\frac{2\pi}{4^l}\int_0^\pi\sin^{2l+1}\theta\,d\theta=\frac{4\pi(l!)^2}{(2l+1)!}.
\]

The last integral is \(2^{2l+1}(l!)^2/(2l+1)!\). Integration by parts reduces it by the factor \(2l/(2l+1)\) at each step, down to the value 2 at \(l=0\). Thus

\[
N_m=\frac{4\pi(l!)^2}{(2l+1)(l+m)!\,(l-m)!},
\]

whose square root, divided by \(l!\), is the factor in (3).

*Sign.* Close to the positive \(z\) axis, the coefficient of \(t^m\) is a positive number times \((-1)^m(x+iy)^mz^{l-m}\) for \(m\ge0\), and a positive number times \((x-iy)^{|m|}z^{l-|m|}\) for \(m<0\). These are the Condon-Shortley signs, which proves (3).

## (e) The angular part for general \(l\)

**Question.** Find the gradient of \(S_{lm}\) and rewrite (1) in terms of harmonics. What happens at \(\mathbf K=0\)?

**Solution.** Differentiating the left side of (3) gives \(\mathbf w\,(\mathbf w\cdot\mathbf r)^{l-1}/(l-1)!\), that is, \(\mathbf w\) times the generating function of degree \(l-1\). The combinations needed are

\[
w_z=1,\qquad w_x+iw_y=t^{-1},\qquad w_x-iw_y=-t .
\]

Compare the coefficients of \(t^m\). A factor \(t^{-1}\) selects the harmonic \(m+1\) of degree \(l-1\), and a factor \(-t\) selects \(m-1\). For example, the \(z\) derivative gives

\[
\sqrt{\frac{4\pi}{2l+1}}\frac{\partial_zS_{lm}}{\sqrt{(l+m)!(l-m)!}}=\sqrt{\frac{4\pi}{2l-1}}\frac{S_{l-1,m}}{\sqrt{(l-1+m)!(l-1-m)!}} .
\]

With \(c_l=\sqrt{(2l+1)/(2l-1)}\), this and the two other comparisons yield, for \(l\ge1\),

\[
\begin{aligned}
\partial_zS_{lm}&=c_l\sqrt{l^2-m^2}\;S_{l-1,m},\\
(\partial_x+i\partial_y)S_{lm}&=c_l\sqrt{(l-m)(l-m-1)}\;S_{l-1,m+1},\\
(\partial_x-i\partial_y)S_{lm}&=-c_l\sqrt{(l+m)(l+m-1)}\;S_{l-1,m-1}.
\end{aligned}
\tag{4}
\]

A harmonic whose order exceeds its degree is set to zero; its prefactor vanishes as well. For \(l=0\) the gradient is zero.

These formulas are now used with \(\mathbf K\) in place of \(\mathbf r\). Define the dimensionless vector \(q_\nu=K^{1-l}\,\partial S_{lm}(\mathbf K)/\partial K_\nu\). By (4) it is a combination of the \(Y_{l-1,m'}(\mathbf n)\), for instance \(q_z=c_l\sqrt{l^2-m^2}\,Y_{l-1,m}(\mathbf n)\). The sum and difference of the other two lines give \(q_x\) and \(q_y\). Since \(Y_{lm}=K^{-l}S_{lm}\),

\[
K\frac{\partial Y_{lm}}{\partial K_\nu}=q_\nu-l\,n_\nu Y_{lm}.
\tag{5}
\]

Insert (2) and (5) into (1). The radial part contributes \(+l f_l n_\mu n_\nu Y_{lm}\) inside the bracket and the angular part contributes \(-l f_l n_\mu n_\nu Y_{lm}\). They cancel, leaving

\[
\frac{\partial B_{lm}}{\partial\varepsilon_{\mu\nu}}=-\frac1{\sqrt\Omega}\Big[\tfrac12\delta_{\mu\nu}f_lY_{lm}-Kg_l\,n_\mu n_\nu Y_{lm}+f_l\,n_\mu q_\nu\Big].
\tag{6}
\]

Form (1) separates length from direction, while (6) is convenient for evaluation. For \(l\ge1\) its second and third terms are not the pure radial and angular parts. For \(l=0\) the cancelled terms are absent, \(Kf_0'=-Kg_0\) and \(\mathbf q=0\), so (6) and (1) agree term by term. Real harmonics are fixed linear combinations of the complex ones, so the same combinations of (6) apply to them.

At \(\mathbf K=0\) the direction \(\mathbf n\) is undefined, but the limit of (6) is not ambiguous. For \(l\ge1\) every term vanishes, because \(f_l\to0\) and \(Kg_l\to0\). For \(l=0\) one has \(\mathbf q=0\) and \(Kg_0\to0\), which leaves \(-\frac12\delta_{\mu\nu}f_0(0)Y_{00}/\sqrt\Omega\). This agrees with the geometry: a zero wavevector stays zero under strain, and only the normalization of the plane wave changes.

## (f) Trace, rotations and the symmetry of the stress

**Question.** What does (1) give for an isotropic strain? Is it symmetric in \(\mu,\nu\), and what follows for an energy built from the projectors?

**Solution.** A change of length alone leaves \(Y_{lm}\) unchanged, so \(\sum_\mu K_\mu\partial Y_{lm}/\partial K_\mu=0\). The angular part is traceless, and

\[
\sum_\mu\frac{\partial B_{lm}}{\partial\varepsilon_{\mu\mu}}=-\frac1{\sqrt\Omega}\Big(\tfrac32f_l+Kf_l'\Big)Y_{lm}.
\tag{7}
\]

The volume and radial parts are symmetric. The angular part in general is not:

\[
\frac{\partial B_{lm}}{\partial\varepsilon_{\mu\nu}}-\frac{\partial B_{lm}}{\partial\varepsilon_{\nu\mu}}=-\frac{f_l}{\sqrt\Omega}\Big(K_\mu\frac{\partial}{\partial K_\nu}-K_\nu\frac{\partial}{\partial K_\mu}\Big)Y_{lm}.
\]

The operator on the right generates rotations. An antisymmetric \(\varepsilon\) turns the crystal while the axes of \(Y_{lm}\) stay fixed, so a single projector component with \(l\ge1\) in general changes. An exception is \(m=0\) under a rotation about the \(z\) axis.

Now take the energy term

\[
E_l=D\sum_m|P_{lm}|^2,\qquad P_{lm}=\sum_{\mathbf G}c_{\mathbf G}\langle\mathbf K|\beta_{lm}\rangle^*,
\]

with a strength \(D\) independent of \(m\) and fixed coefficients \(c_{\mathbf G}\). Each pair of plane waves enters through

\[
\sum_mY_{lm}(\mathbf n)Y_{lm}^*(\mathbf n')=\frac{2l+1}{4\pi}P_l(\mathbf n\cdot\mathbf n'),
\]

where \(P_l\) with one index is the Legendre polynomial. A common rotation leaves \(\mathbf n\cdot\mathbf n'\) unchanged, so the antisymmetric part of

\[
\frac{\partial E_l}{\partial\varepsilon_{\mu\nu}}=2D\,\mathrm{Re}\sum_mP_{lm}^*\frac{\partial P_{lm}}{\partial\varepsilon_{\mu\nu}}
\]

vanishes. The contribution \(\Omega^{-1}\partial E_l/\partial\varepsilon_{\mu\nu}\) to the stress is symmetric.

In the numerical check, with four plane waves, a displaced atom, a triclinic cell and \(D=1\) hartree, the largest component of \(\partial E_2/\partial\varepsilon\) is 0.012 hartree, and its antisymmetric part is zero to rounding. For the single component \(l=2\), \(m=1\) at one of these wavevectors, the largest difference between transposed entries is 0.086 a.u.

The argument needs the complete sum over \(m\) with equal strength. If the coupling depends on \(m\), as it can in the non-spherical surroundings of an atom in a PAW or ultrasoft calculation, this proof does not apply to the projector term alone. Equation (6) itself is unaffected, since it concerns one projector.

## (g) A case with numbers

**Question.** Take \(p_l=r^l(1-br^2)e^{-ar^2}\) with \(a=0.6\) and \(b=0.1\) bohr\(^{-2}\), an orthorhombic cell with edges 6, 7 and 8 bohr, \(\mathbf k=0\), \(\mathbf G=(1,0,1)\), \(l=2\) and \(m=1\). Evaluate the three parts of (1), and test the linear prediction for a 1% stretch along \(z\).

**Solution.** The wavevector is \(\mathbf K=(2\pi/6,\,0,\,2\pi/8)=(1.0472,\,0,\,0.7854)\) bohr\(^{-1}\). Its length is \(K=1.3090\) bohr\(^{-1}\), its direction is \(\mathbf n=(0.8,0,0.6)\), and \(\Omega=336\) bohr\(^3\).

The Gaussian permits a closed form for \(f_l\). Multiplication by \(\mathbf w\cdot\mathbf r\) under the Fourier integral equals the action of \(i\mathbf w\cdot\nabla_{\mathbf K}\), and \(\mathbf w\) is null, so

\[
\int e^{-i\mathbf K\cdot\mathbf r}(\mathbf w\cdot\mathbf r)^le^{-ar^2}d^3r=\Big(\frac\pi a\Big)^{3/2}\Big(\frac{-i\,\mathbf w\cdot\mathbf K}{2a}\Big)^le^{-K^2/4a}.
\]

By (3) this holds for each harmonic separately. A further factor \(r^2\) is produced by \(-\partial/\partial a\), which gives

\[
f_l=\Big(\frac\pi a\Big)^{3/2}\Big(\frac K{2a}\Big)^le^{-K^2/4a}\Big[1-b\Big(\frac{l+3/2}a-\frac{K^2}{4a^2}\Big)\Big].
\]

Here \(f_2=3.7397\) a.u. Quadrature gives \(Kg_2=3.6784\) a.u., and (2) yields \(Kf_2'=2(3.7397)-3.6784=3.8010\) a.u.

From (3), \(Y_{21}=-\sqrt{15/8\pi}\,n_z(n_x+in_y)=-0.3708\). Differentiating \(S_{21}=-\sqrt{15/8\pi}\,K_z(K_x+iK_y)\) gives \(q_x=-0.4635\), \(q_z=-0.6180\) and \(q_y=iq_x\). The \(y\) component is imaginary, so the derivatives with respect to \(\varepsilon_{xy}\) and \(\varepsilon_{zy}\) are imaginary too. The program prints only the real parts of \(\mathbf q\) and \(K\nabla Y\), so their \(y\) entries appear there as zero although both equal \(iq_x\). The components treated below are real. Equation (5) gives

\[
K\partial_xY=-0.4635+2(0.8)(0.3708)=0.1298,
\]
\[
K\partial_zY=-0.6180+2(0.6)(0.3708)=-0.1731 .
\]

For the \(zz\) component, the parts of (1) are

\[
\begin{aligned}
\text{volume:}\quad&-\tfrac12(3.7397)(-0.3708)/\sqrt{336}=0.0378,\\
\text{radial:}\quad&-(3.8010)(0.6)^2(-0.3708)/\sqrt{336}=0.0277,\\
\text{angular:}\quad&-(3.7397)(0.6)(-0.1731)/\sqrt{336}=0.0212 .
\end{aligned}
\]

The other real components follow in the same way; the entries yx and yz vanish, because off the diagonal every part carries the factor \(n_\mu=n_y=0\). All entries are in a.u.

| | volume | radial | angular | total |
|---|---|---|---|---|
| xx | 0.0378 | 0.0492 | −0.0212 | 0.0659 |
| yy | 0.0378 | 0 | 0 | 0.0378 |
| zz | 0.0378 | 0.0277 | 0.0212 | 0.0867 |
| xz | 0 | 0.0369 | 0.0282 | 0.0652 |
| zx | 0 | 0.0369 | −0.0159 | 0.0210 |

A stretch along \(y\) does not touch \(\mathbf K\), which has no \(y\) component, so the volume part stands alone. The diagonal angular entries cancel in the trace. The entries xz and zx differ by the rotation found in (f). A symmetric shear \(\varepsilon_{xz}=\varepsilon_{zx}=s\) uses their sum, \(\delta B=2(0.0431)s\) a.u.

The unstrained value is \(B=-0.0757\) a.u., so a positive derivative means that its magnitude shrinks. For \(\varepsilon_{zz}=0.01\) the linear prediction is \(8.669\times10^{-4}\) a.u., while direct integration in the stretched cell gives \(8.604\times10^{-4}\) a.u. The difference is 0.75% of the linear change. Halving the strain reduces this remainder by a factor of 3.99, as expected for a second-order term. For large strains, \(f_l\), \(Y_{lm}\) and \(\Omega\) should therefore be evaluated anew in the strained cell.

The numerical check also compares the derivative with direct real-space integration for all nine strain components and all \(l\le4\) in the triclinic cell.

## Computed values

```
Model: p_l = r^l (1 - b r^2) exp(-a r^2), amplitude 1 a.u.
a = 0.6 bohr^-2, b = 0.1 bohr^-2
cell edges (bohr): [6. 7. 8.]  G = [1 0 1]
volume = 336.000 bohr^3
K vector (bohr^-1): [1.047198 0.       0.785398]
|K| = 1.308997 bohr^-1, direction n = [0.8 0.  0.6]
l = 2, m = 1
f = 3.739701 a.u.
g = 2.810107 a.u.
K g = 3.678421 a.u.
K f' = 3.800981 a.u.
f' = 2.903736 a.u.
Y = -0.370823 (dimensionless)
q (dimensionless): [-0.463529  0.       -0.618039]
K grad Y (dimensionless): [ 0.129788  0.       -0.173051]
B = -0.0756544 a.u.
dB/deps in a.u.: volume, radial, angular, total, numerical
xx   0.0378272   0.0492122  -0.0211832   0.0658562   0.0658562
yy   0.0378272   0.0000000   0.0000000   0.0378272   0.0378272
zz   0.0378272   0.0276819   0.0211832   0.0866923   0.0866923
xz   0.0000000   0.0369092   0.0282443   0.0651535   0.0651535
zx   0.0000000   0.0369092  -0.0158874   0.0210217   0.0210217
symmetrized xz total = 0.0430876 a.u.
trace of total = 0.1903757 a.u.
trace of angular part = 5.6e-17 a.u.
zz stretch 0.01: linear 8.6692e-04, actual 8.6042e-04, remainder -6.507e-06 a.u.
zz stretch 0.005: linear 4.3346e-04, actual 4.3183e-04, remainder -1.629e-06 a.u.
remainder ratio on halving the strain = 3.994
Triclinic test, largest relative deviation for each l:
l = 0: 7.6e-11
l = 1: 2.1e-10
l = 2: 2.0e-10
l = 3: 2.1e-10
l = 4: 2.5e-10
single projector l=2 m=1, largest |xy-yx type| = 0.08629 a.u.
energy l=2, largest |xy-yx type| = 5.2e-18 hartree
energy l=2, largest component = 0.01205 hartree
```
